# Three routes to the entropy of the second-order Hubbard dimer

## Problem

The Hubbard dimer has two sites, hopping \(t\), on-site repulsion \(U\) and the Hamiltonian

\[
H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow}.
\]

It is held at temperature \(T=1/\beta\) and chemical potential \(\mu\), with \(k_B=1\). The self-energy is kept to second order, and the solution is taken to be the same for both spins and both sites. Write \(K=E-\mu N\). Three expressions for the entropy are available:

\[
S_1=-\left(\frac{\partial\Omega}{\partial T}\right)_\mu,\qquad
S_2=\frac{K-\Omega}{T},\qquad
S_3=4\ln2-\int_T^\infty\frac{C_\mu(T')}{T'}\,dT',
\]

with \(C_\mu=(\partial K/\partial T)_\mu\). Verify that they coincide, and evaluate them for \(t=1\), \(U=3\), \(\mu=1\), \(T=0.5\). Energies are in units of \(t\).

## A tempting solution

"The three expressions are thermodynamic identities, so one evaluation of the cheapest is enough. I take the Hartree-Fock propagator \(G_{HF}\), form the self-energy \(\Sigma_0=\Sigma[G_{HF}]\), and solve Dyson's equation once for \(G_1\). I take \(N\) and the kinetic energy from \(G_1\), the interaction energy as \(\tfrac12\mathrm{Tr}\,\Sigma_0G_1\), and \(\Omega=\Phi[G_1]-\mathrm{Tr}\,\Sigma_0G_1+\mathrm{Tr}\ln(-G_1)\) with the second-order functional \(\Phi\) given below. Then \(S_2=1.241\). The other two must give the same."

They do not. The same one-shot recipe, evaluated at neighbouring temperatures and up to infinite temperature, gives

\[
S_1=1.489,\qquad S_2=1.241,\qquad S_3=1.419 .
\]

## Where the fault lies

For any functions \(\Omega(T)\) and \(K(T)\), since \(\beta\,d/d\beta=-T\,d/dT\),

\[
\frac{d(\beta\Omega)}{d\beta}=\Omega-T\frac{d\Omega}{dT}=\Omega+TS_1 .
\]

Subtracting \(K=\Omega+TS_2\) gives

\[
T(S_1-S_2)=D,\qquad D\equiv\frac{d(\beta\Omega)}{d\beta}-K .
\]

For \(S_3\), use \(dT'/T'=-d\beta'/\beta'\) and \(C_\mu=-\beta'^2\,dK/d\beta'\), then integrate by parts:

\[
S_3=4\ln2+\int_0^\beta\beta'\frac{dK}{d\beta'}d\beta'
=4\ln2+\beta K-\int_0^\beta K\,d\beta' .
\]

Because \(\beta\Omega\to-4\ln2\) as \(\beta\to0\) (shown below), subtracting \(S_2=\beta K-\beta\Omega\) leaves

\[
S_3-S_2=\int_0^\beta D(\beta')\,d\beta' .
\]

All three agree at every temperature if \(D=0\). In the exact theory this follows from \(\beta\Omega=-\ln\mathrm{Tr}\,e^{-\beta(H-\mu N)}\). An approximate \(\Omega\) is not the logarithm of that trace, so \(D=0\) has to be proved. In the one-shot calculation \(D=0.5\,(1.489-1.241)\approx0.124\,t\).

## The right solution

**The functional.** Let \(G_{ij}(\tau)=-\langle T_\tau c_i(\tau)c_j^\dagger\rangle\) for one spin, \(n\) the occupation per site and spin, and \(\mathrm{Tr}=T\sum_n e^{i\omega_n0^+}\mathrm{tr}\), with the spin sum included. Thus \(\mathrm{Tr}\,G=N=4n\).

The Hartree part is \(\Phi_H=U\sum_i n_{i\uparrow}n_{i\downarrow}=2Un^2\). At second order, the linked-cluster expansion gives \(-\tfrac12U^2\int_0^\beta d\tau\sum_{ij}\) of the correlation between \(n_{i\uparrow}n_{i\downarrow}\) at \(\tau\) and \(n_{j\uparrow}n_{j\downarrow}\) at 0. For each spin, the contraction joining the two vertices is

\[
-G_{ij}(\tau)G_{ji}(-\tau)=G_{ij}(\tau)G_{ji}(\beta-\tau),
\]

by antiperiodicity. Contractions joining the vertices through one spin alone are Hartree insertions, already contained in a self-consistent \(G\). Therefore

\[
\Phi_2=-\frac{U^2}{2}\int_0^\beta d\tau\sum_{ij}G_{ij}(\tau)^2G_{ji}(\beta-\tau)^2,\qquad \Phi=\Phi_H+\Phi_2 .
\]

**The self-energy.** It is defined by \(\delta\Phi=\mathrm{Tr}\,\Sigma\,\delta G\). For the Hartree part, \(\delta\Phi_H=4Un\,\delta n\), so the shift is \(Un\). For the second-order part, the trace in imaginary time is

\[
\mathrm{Tr}\,\Sigma_2\delta G=-2\int_0^\beta d\tau\sum_{ij}\Sigma_{2,ij}(\tau)\,\delta G_{ji}(\beta-\tau).
\]

Varying \(\Phi_2\) produces two terms, which become equal after \(\tau\to\beta-\tau\) and \(i\leftrightarrow j\):

\[
\delta\Phi_2=-2U^2\int_0^\beta d\tau\sum_{ij}G_{ij}(\tau)^2G_{ji}(\beta-\tau)\,\delta G_{ji}(\beta-\tau).
\]

Comparison gives \(\Sigma_{2,ij}(\tau)=U^2G_{ij}(\tau)^2G_{ji}(\beta-\tau)\). Replacing \(\delta G\) by \(G\) in the traces gives

\[
\mathrm{Tr}\,\Sigma_HG=4Un^2=2\Phi_H,\qquad \mathrm{Tr}\,\Sigma_2G=4\Phi_2 .
\]

**Stationarity.** Let \(h\) be the hopping matrix and \(G_0^{-1}=i\omega_n+\mu-h\). Take

\[
\Omega[G]=\Phi[G]-\mathrm{Tr}\left[(G_0^{-1}-G^{-1})G\right]+\mathrm{Tr}\ln(-G).
\]

The logarithm is normalized so that \(U=0\) gives the free-electron grand potential. If Dyson's equation \(G^{-1}=G_0^{-1}-\Sigma\) holds, the middle term is \(-\mathrm{Tr}\,\Sigma G\). Since \(G^{-1}G=1\) does not vary,

\[
\delta\Omega=\mathrm{Tr}\left[\left(\Sigma[G]-G_0^{-1}+G^{-1}\right)\delta G\right].
\]

This vanishes when the self-energy in Dyson's equation is \(\Sigma[G]\) of the same \(G\). For the stated parameters, replacing the converged \(\Sigma\) by \(0.9\Sigma\), \(\Sigma\) and \(1.1\Sigma\) in Dyson's equation gives \(\Omega=-3.1832\), \(-3.1926\) and \(-3.1837\,t\). A ten per cent change of \(\Sigma\) in either direction raises \(\Omega\) by about \(0.009\,t\), so along this line the solution is a minimum. It is not a minimum in all directions: scaling only \(\Sigma_2\) by 0.9 or 1.1 lowers \(\Omega\) to \(-3.1934\) and \(-3.1933\,t\). The solution is a saddle point, and stationarity is all the proof below needs.

**The energy.** For a two-body interaction \(V\), the equation of motion at \(\tau\to0^-\) gives

\[
\mathrm{Tr}\,\Sigma G=\sum_a\langle c_a^\dagger[c_a,V]\rangle=2\langle V\rangle .
\]

In the approximate theory this fixes the definition \(E_{int}=\tfrac12\mathrm{Tr}\,\Sigma G=\Phi_H+2\Phi_2\). The kinetic energy is \(E_{kin}=\mathrm{Tr}\,hG\).

**Scaling with temperature.** Define the dimensionless \(g_n=G(i\omega_n)/\beta\), and note \(\beta\,\mathrm{Tr}=\sum_n e^{i\omega_n0^+}\mathrm{tr}\). Each part of \(\beta\Omega\) can then be rewritten:

- \(\beta\,\mathrm{Tr}\,G_0^{-1}G\) becomes a sum of \(\mathrm{tr}\{[i(2n+1)\pi+\beta\mu-\beta h]g_n\}\).
- In \(\ln(-G)=\ln(-g_n)+\ln\beta\), the constant drops out, because \(\sum_n e^{i\omega_n0^+}=0\) for fermionic frequencies.
- With \(\tau=\beta s\), \(G(\tau)=\sum_n e^{-i(2n+1)\pi s}g_n\). So \(\beta\Phi_H\) is proportional to \(\beta U\), and \(\beta\Phi_2\) to \((\beta U)^2\).

Hence \(\beta\Omega\) depends on temperature through \(\beta t\), \(\beta U\), \(\beta\mu\) and \(g_n\). Changes of \(g_n\) contribute nothing, by stationarity. The chain rule leaves

\[
\frac{d(\beta\Omega)}{d\beta}=t\frac{\partial\Omega}{\partial t}+U\frac{\partial\Omega}{\partial U}+\mu\frac{\partial\Omega}{\partial\mu},
\]

and each derivative is taken at fixed \(G\):

\[
t\frac{\partial\Omega}{\partial t}=\mathrm{Tr}\,hG=E_{kin},\qquad
U\frac{\partial\Omega}{\partial U}=\Phi_H+2\Phi_2=E_{int},\qquad
\frac{\partial\Omega}{\partial\mu}=-N .
\]

Their sum is \(E_{kin}+E_{int}-\mu N=K\). Therefore \(D=0\), and \(S_1=S_2\).

**The integration constant.** As \(\beta\to0\) at fixed \(\mu\), \(K\) stays finite and the interaction terms in \(\beta\Omega\) vanish. Four spin-orbitals remain, each contributing \(-\ln2\). This gives \(\beta\Omega\to-4\ln2\), and with \(D=0\) also \(S_3=S_2\).

## What went wrong in the one-shot calculation

There, Dyson's equation contains \(\Sigma_0\), not \(\Sigma[G_1]\). Without self-consistency even the recipe for \(\Omega\) is not unique: replacing \(\Phi[G_1]\) by one half of the Hartree part plus one quarter of the second-order part of \(\mathrm{Tr}\,\Sigma_0G_1\) gives \(S_1=1.467\) and \(S_2=1.631\) instead. What follows refers to the choice \(\Phi[G_1]\). Let \(\Delta=\Sigma[G_1]-\Sigma_0\). The variation of \(\Omega\) no longer vanishes, and \(U\,\partial\Phi/\partial U=\tfrac12\mathrm{Tr}\,\Sigma[G_1]G_1\) differs from the energy \(\tfrac12\mathrm{Tr}\,\Sigma_0G_1\). Together,

\[
D=\beta\sum_n e^{i\omega_n0^+}\,\mathrm{tr}\left[\Delta\,\frac{dg_n}{d\beta}\right]+\frac12\mathrm{Tr}\,\Delta G_1 ,
\]

where \(\mathrm{tr}\) includes spin. Both terms measure the missing self-consistency. Since \(G_1-G_{HF}\) is of order \(U^2\), the Hartree part of \(\Delta\) is of order \(U^3\) and the second-order part of order \(U^4\). The inconsistency therefore disappears for weak coupling, but \(U=3\) is not weak.

## Numbers

The self-consistent equations were iterated from the Hartree-Fock solution, with \(G\) and \(\Sigma\) expanded in poles on the real frequency axis. At \(T=0.5\) the bonding orbital (energy \(-t\)) has occupation 0.746663 per spin and the antibonding orbital (energy \(+t\)) 0.141123. Hence

\[
N=2(0.746663+0.141123)=1.775572,
\]
\[
E_{kin}=2(0.141123-0.746663)=-1.21108 .
\]

With \(E_{int}=0.55455\), the energy is \(E=-0.65653\), and \(K=-0.65653-1.77557=-2.43210\). The grand potential is \(\Omega=-3.19262\). The second route gives

\[
S_2=\frac{-2.43210+3.19262}{0.5}=1.5210 .
\]

For the first route, \(\Omega(0.49)=-3.177554\) and \(\Omega(0.51)=-3.207971\), so

\[
S_1\approx\frac{3.207971-3.177554}{0.02}=1.5208 .
\]

The last digit suffers from the finite step; a four-point difference formula gives 1.5210. For the third route, the specific heat was obtained by differences of \(K\) and integrated by Gauss quadrature in \(\beta\), starting from \(\beta=0\). The integral is 1.2515, and

\[
S_3=2.7726-1.2515=1.5211,
\]

or 1.5210 before the inputs are rounded. The common value at several temperatures, beside the entropy from diagonalizing \(H\) in all 16 states, is:

| \(T/t\) | \(S_1=S_2=S_3\) | exact dimer |
|---|---|---|
| 2 | 2.552 | 2.539 |
| 1 | 2.196 | 2.139 |
| 0.5 | 1.521 | 1.446 |
| 0.25 | 0.420 | 0.429 |

Agreement of the three routes is not accuracy. At \(T=0.5\) the common value is 5% above the exact entropy. The one-shot \(S_1=1.489\) and \(S_3=1.419\) both happen to lie closer, but nothing within that calculation says which of its three values to believe.

## High temperature

To first order in \(\beta\), the orbital occupations are \(\tfrac12-\tfrac\beta4(\varepsilon+U/2-\mu)\) with \(\varepsilon=\mp t\), so \(n=\tfrac12-\tfrac\beta4(U/2-\mu)\). Also \(G_{ii}\to-\tfrac12\), which gives \(\Phi_2=-\beta U^2/16\). Inserting these in \(K=2\sum_\varepsilon(\varepsilon-\mu)n_\varepsilon+2Un^2+2\Phi_2\), the terms linear in \(\beta\) are

\[
-\beta\left[t^2-\mu\left(\tfrac U2-\mu\right)\right]-\frac{\beta U}{2}\left(\tfrac U2-\mu\right)-\frac{\beta U^2}{8}=-\beta A,
\]
\[
A=t^2+\left(\tfrac U2-\mu\right)^2+\frac{U^2}{8}.
\]

So \(C_\mu\approx A/T^2\) and \(S\approx4\ln2-A/(2T^2)\): the integral in \(S_3\) converges at its upper end. Here \(A=1+0.25+1.125=2.375\). At \(T=100\) the formula gives \(2.772589-0.000119=2.772470\), the value found from the full self-consistent solution.

## Conditions

The specific heat must match the constraint. From \(TS=E-\mu N-\Omega\) and \(d\Omega=-S\,dT-N\,d\mu\) one finds \(T\,dS=dE-\mu\,dN\). At fixed \(N\) the integrand is therefore \(C_N/T\) with \(C_N=(\partial E/\partial T)_N\). At \(T=0.5\), \(C_N=1.374\) while \(C_\mu=1.384\).

The constant changes too. With the mean \(N\) held fixed by adjusting \(\mu\), \(\beta\mu\to\ln[n/(1-n)]\) as \(T\to\infty\), so \(\beta\Omega\to4\ln(1-n)\) and \(\beta K\to-4n\ln[n/(1-n)]\). Their difference gives

\[
S\to-4\left[n\ln n+(1-n)\ln(1-n)\right],
\]

which is 2.747 for \(N=1.7756\), instead of 2.773. This is still the grand ensemble. A dimer with exactly two electrons has six states and the limit \(\ln6=1.79\), not the \(4\ln2\) that the formula gives for a mean \(N=2\).

Finally, \(S_3\) needs a solution that continues smoothly from infinite temperature. If two self-consistent solutions exchange stability at \(T_c\), where their \(\Omega\) are equal, \(S_2\) shows that the entropy jumps by \(\Delta K/T_c\). This latent-heat term must be added to the integral.
